# Beam radius and threshold energy from two laser-written phase-change marks

## Problem

A focused laser pulse writes amorphous marks in a thin crystalline phase-change film. A pulse of energy $E_1=2$ nJ leaves a round mark of width $D_1=1.0$ µm, and one of energy $E_2=4$ nJ leaves a mark of width $D_2=1.5$ µm. Width means full diameter. The beam is circular and Gaussian, and the two pulses differ only in energy: spot size, duration, temporal shape and initial film state are the same. Assume that a point of the film switches if and only if the fluence arriving there, in energy per area, reaches a fixed value $F_{\rm th}$.

(a) Find the beam radius $w$, at which the fluence has fallen to $1/e^2$ of its central value, and the threshold pulse energy $E_{\rm th}$, below which no mark appears.

(b) How do errors in the widths and energies affect the answers?

(c) The film lies on glass and the pulse lasts 50 ns. Estimate how far sideways heat flow changes the results, and decide whether a third mark would reveal it.

## Solution

### (a) The two unknowns

The fluence at distance $r$ from the beam axis is $F(r)=F_0e^{-2r^2/w^2}$. Its integral over the film must equal the pulse energy:

$$E=\int_0^\infty F_0e^{-2r^2/w^2}\,2\pi r\,dr=F_0\,\frac{\pi w^2}{2},\qquad F_0=\frac{2E}{\pi w^2}.$$

The central fluence is therefore twice the energy divided by the area $\pi w^2$. Since $F$ falls steadily with $r$, the switched region is a disc, and its edge $r=D/2$ lies where the fluence equals the threshold:

$$\frac{2E}{\pi w^2}\,e^{-D^2/(2w^2)}=F_{\rm th}.$$

The exponent follows from $2(D/2)^2=D^2/2$. At the threshold energy the disc shrinks to a point, $D=0$, so $F_{\rm th}=2E_{\rm th}/(\pi w^2)$. Inserting this and cancelling the common factor gives

$$E\,e^{-D^2/(2w^2)}=E_{\rm th}\quad\Longrightarrow\quad D^2=2w^2\ln\frac{E}{E_{\rm th}}\qquad(E\ge E_{\rm th}).$$

A plot of $D^2$ against $\ln E$ is a straight line. Its slope is $2w^2$, and it meets $D^2=0$ at $E_{\rm th}$. Two marks fix this line. Subtracting the equation for the first mark from that for the second removes $E_{\rm th}$:

$$D_2^2-D_1^2=2w^2\ln\frac{E_2}{E_1},\qquad w^2=\frac{D_2^2-D_1^2}{2\ln(E_2/E_1)}.$$

For the threshold, the first mark gives $\ln(E_{\rm th}/E_1)=-D_1^2/(2w^2)$. Substituting $w^2$,

$$E_{\rm th}=E_1\left(\frac{E_2}{E_1}\right)^{-D_1^2/(D_2^2-D_1^2)}.$$

For $E_2>E_1$ and $D_2>D_1>0$, $w^2$ is positive and $0<E_{\rm th}<E_1$, so the data admit one solution. The numbers are

$$w^2=\frac{2.25-1.00}{2(0.6931)}\ \text{µm}^2=0.902\ \text{µm}^2,\qquad w=0.950\ \text{µm},$$

$$E_{\rm th}=2\times2^{-1/1.25}\ \text{nJ}=2\times2^{-0.8}\ \text{nJ}=1.15\ \text{nJ}.$$

The threshold fluence is

$$F_{\rm th}=\frac{2(1.1487)}{\pi(0.9017)}\ \text{nJ/µm}^2=0.811\ \text{nJ/µm}^2=81.1\ \text{mJ/cm}^2.$$

This is incident fluence, not absorbed fluence.

The beam diameter $2w=1.90$ µm exceeds both mark widths. A mark is a contour of the beam whose position depends on energy. It would have width $2w$ at $E=e^2E_{\rm th}\approx8.5$ nJ, if the model still held there.

Differentiating $D^2=2w^2\ln(E/E_{\rm th})$ gives

$$2D\,dD=2w^2\frac{dE}{E},\qquad dD=\frac{w^2}{D}\frac{dE}{E}.$$

At fixed spot size, a 1 percent energy change moves the width by about 9 nm at $D=1.0$ µm and 6 nm at $D=1.5$ µm. The sensitivity diverges as $D\to0$: just above threshold the beam top is flat, and a small energy change moves the contour far.

### (b) Errors

Write $\Delta=D_2^2-D_1^2$ and $L=\ln(E_2/E_1)$. At fixed energies, $\ln w=\tfrac12\ln\Delta+\text{constant}$, so

$$\frac{dw}{w}=\frac{d\Delta}{2\Delta}=\frac{D_2\,dD_2-D_1\,dD_1}{\Delta}.$$

For the threshold, $\ln E_{\rm th}=\ln E_1-LD_1^2/\Delta$. The quotient rule gives

$$d\!\left(\frac{D_1^2}{\Delta}\right)=\frac{2D_1\Delta\,dD_1-D_1^2(2D_2\,dD_2-2D_1\,dD_1)}{\Delta^2}
=\frac{2D_1D_2(D_2\,dD_1-D_1\,dD_2)}{\Delta^2},$$

where $\Delta+D_1^2=D_2^2$ was used. If the widths have independent errors of equal standard deviation $\sigma$, the squared contributions add:

$$\frac{\sigma_w}{w}=\frac{\sigma\sqrt{D_1^2+D_2^2}}{\Delta},\qquad
\frac{\sigma_{E_{\rm th}}}{E_{\rm th}}=\frac{2LD_1D_2\,\sigma\sqrt{D_1^2+D_2^2}}{\Delta^2}.$$

With $\sigma=0.02$ µm these are 2.9 and 4.8 percent. Both grow when the two widths are close, because $\Delta$ is then small.

A common factor in the energy scale cancels from $E_2/E_1$. It leaves $w$ unchanged and multiplies $E_{\rm th}$ by that factor. An error in the ratio does affect the radius: at fixed widths $w\propto L^{-1/2}$, so $dw/w=-dL/(2L)$. A ratio that is 5 percent too high raises $L$ from 0.693 to 0.742 and makes $w$ 3.3 percent too small. If $E_1$ itself is correct, the factor $(E_2/E_1)^{-0.8}$ then makes $E_{\rm th}$ 3.8 percent too small. If the quoted widths were radii, both diameters would double. The formulas then double $w$ and leave $E_{\rm th}$ unchanged.

### (c) Heat flow

Melting depends on temperature, and heat can move sideways before the pulse ends. For an estimate, let the light be absorbed at the surface of a thick glass support, neglect heat storage and lateral conduction in the film, and let no heat escape upwards. Let $\rho c$ be the heat capacity per volume of the glass and $\kappa$ its diffusivity.

Heat $Q$ released at a surface point spreads into a half-space. After time $t$ the surface temperature rise at distance $r$ is

$$\frac{2Q}{\rho c\,(4\pi\kappa t)^{3/2}}e^{-r^2/(4\kappa t)}
=\frac{Q}{\rho c\sqrt{\pi\kappa t}}\;\frac{e^{-r^2/(4\kappa t)}}{4\pi\kappa t}.$$

The factor 2 appears because heat enters only one half of space. The last fraction is a normalised Gaussian in the surface plane, with variance $2\kappa t$ along each axis. The beam profile has variance $w^2/4$ along each axis. Spreading one Gaussian by another adds the variances, giving $(w^2+8\kappa t)/4$, so heat of age $t$ has the beam's shape with $w^2$ replaced by $w^2+8\kappa t$.

Let a fraction $A$ of the energy be absorbed at a constant rate during the pulse duration $\tau$. Summing over the ages of the heat gives the rise at the end of the pulse:

$$\Delta T(r)=\frac{2AE}{\pi\tau\rho c\sqrt{\pi\kappa}}\,J(r;w),\qquad
J(r;w)=\int_0^\tau\frac{e^{-2r^2/(w^2+8\kappa t)}}{\sqrt t\,(w^2+8\kappa t)}\,dt.$$

If the edge is where the peak temperature reaches melting, the conditions become

$$E_1J(D_1/2;w)=E_2J(D_2/2;w),\qquad E_{\rm th}J(0;w)=E_1J(D_1/2;w).$$

The unknown $A$ cancels. When $8\kappa\tau\ll w^2$, the spreading can be dropped inside $J$, and these conditions return the result of part (a).

Rough values for fused-silica glass are a conductivity of 1.4 W/(m K) and a heat capacity of 1.65 J/(cm³ K). Their ratio is $\kappa=0.848$ µm²/µs, so $8\kappa\tau=0.339$ µm², which is not negligible beside $w^2$. Solving the first condition numerically, then using the second, gives

$$w=0.895\ \text{µm},\qquad E_{\rm th}=1.14\ \text{nJ}.$$

Relative to part (a), the radius falls by 5.8 percent and the threshold energy by 0.4 percent. The peak incident fluence at threshold rises to 91.0 mJ/cm², because nearly the same energy enters a smaller spot. The size of the shift depends on the glass: for soda-lime glass, with roughly 1.0 W/(m K) and 2.1 J/(cm³ K), the radius falls by only 3.4 percent and the threshold energy by 0.1 percent. On fused silica, the neglected film shifts the 5.8 percent fall by up to about two percentage points in either direction, depending on its conductivity. Take a 30 nm film with a heat capacity of 1.3 J/(cm³ K) and a uniform temperature through its thickness. Heat storage alone changes the fall to 4.8 percent. Adding lateral conduction changes it to 6.2 percent for a film conductivity of 1 W/(m K) and to 7.6 percent for 2 W/(m K). The uniform temperature is itself a rough assumption at this heat flux. If all heat is deposited at the top face, the lower face rises only 82 percent as much as the upper one for 1 W/(m K) and 70 percent for 0.5 W/(m K). The fall in radius is then 5.3 or 6.4 percent for 1 W/(m K), and 3.9 or 5.6 percent for 0.5 W/(m K), according to whether the upper or the lower face defines the edge. Using the end of the pulse was justified by a test: at both mark edges, the calculated temperature was lower at each of six delays from 0.1 to 200 ns after the pulse.

The unequal changes can be understood by replacing the range of heat ages by one representative spread $s$. Then $D^2=2(w^2+s)\ln(E/E_{\rm th})$. The line has a steeper slope but the same intercept, so part (a) finds $\sqrt{w^2+s}$ in place of $w$ and the correct $E_{\rm th}$. The fitted values give $s=0.902-0.800=0.10$ µm². For comparison, the weight $t^{-1/2}$ alone gives a mean age $\tau/3$ and hence $s\approx8\kappa\tau/3=0.11$ µm².

Two marks cannot test the local threshold, since two unknowns fit them in either model. A third mark hardly helps here:

- At 3.0 nJ the local model predicts 1.316 µm and the heat model 1.315 µm.
- At 1.3 nJ the predictions are 0.472 and 0.477 µm.

These differences are well below a reading error of 0.02 µm. For energies up to 40 nJ, the predicted widths differ by more than that only just above threshold, below about 1.16 nJ, because the contour there is so sensitive. Such a mark would not decide the matter either: the two fitted thresholds differ by only 0.4 percent, far less than the 4.8 percent error caused by the width readings. A good straight line through three such marks would therefore not show that heat flow is absent. An independent measurement of the optical spot could separate the two cases if its error, combined with the error of the radius found from the marks, is well below the 6 percent shift. Since width errors of 0.02 µm alone give 2.9 percent in the local model and 3.2 percent in the heat model, the widths would also have to be read more accurately.

### Comparison with a real film

The rough setting is a 30 nm germanium-antimony-tellurium film on glass, written at 650 nm and melting near 900 K. Taking 1.3 J/(cm³ K) for the film's heat capacity and 700 J/cm³ for its latent heat, a rough sum of the heat taken by glass and film requires 27 percent of the incident energy to be absorbed, if the film has a uniform temperature. With heating at the top face and melting judged there, the figure is 20 to 23 percent for a film conductivity of 0.5 to 1 W/(m K). This is energetically possible, but the actual fraction depends on the layer stack and must be measured. The 4 nJ pulse is the doubtful part of the example. Scaling the 600 K rise at threshold linearly with energy puts the centre near 1350 K at 2 nJ and 2400 K at 4 nJ. These are extrapolations that omit latent heat, evaporation and changes in absorption. The second value is far above melting, so damage at the centre is a serious risk, and the width must be read at the outer amorphous edge, not at the rim of a hole. Recrystallisation during cooling also breaks the assumption that the final edge is the melt edge. Growth at a rough 1 m/s for 20 ns would move each side inward by 20 nm. Restoring the melt widths to 1.04 and 1.54 µm in the local model gives $w=0.965$ µm and $E_{\rm th}=1.12$ nJ, changes of $+1.6$ and $-2.6$ percent. For these assumed values, heat flow is the larger correction to the radius and rim growth the larger correction to the threshold energy.

The numerical output below lists the main values.

## Table of computed values

```
Pulse energy 1: 2.0 nJ
Mark width 1: 1.0 um
Pulse energy 2: 4.0 nJ
Mark width 2: 1.5 um
Difference of squared widths: 1.250 um^2
ln(E2/E1): 0.6931
Squared beam radius: 0.9017 um^2
Beam radius w (1/e^2): 0.9496 um
Beam full width at half maximum: 1.118 um
Threshold pulse energy: 1.1487 nJ
Threshold fluence: 81.1 mJ/cm^2
E1/E_th: 1.741
E2/E_th: 3.482
Pixel-map width at 2 nJ: 1.0002 um
Pixel-map width at 4 nJ: 1.5000 um
Assumed error of each width: 0.02 um
Resulting error of w: 2.9 percent
Resulting error of E_th: 4.8 percent
Rough pulse duration: 50 ns
Rough glass conductivity: 1.4 W/(m K)
Rough glass heat capacity: 1.65 J/(cm^3 K)
Glass diffusivity: 0.848 um^2/us
Spread 8*diffusivity*duration: 0.339 um^2
Heat-corrected optical radius: 0.8946 um
Heat-corrected threshold energy: 1.1445 nJ
Heat-corrected threshold fluence: 91.0 mJ/cm^2
Change of radius by heat flow: -5.8 percent
Change of E_th by heat flow: -0.4 percent
Largest heat-solver difference: 0.17 percent
Local-model width at 1.3 nJ: 0.472 um
Heat-model width at 1.3 nJ: 0.477 um
Local-model width at 3.0 nJ: 1.316 um
Heat-model width at 3.0 nJ: 1.315 um
Rough film thickness: 30 nm
Rough film heat capacity: 1.3 J/(cm^3 K)
Rough latent heat: 700 J/cm^3
Starting temperature: 300 K
Rough melting temperature: 900 K
Absorbed fraction needed: 0.27
Latent share of absorbed heat: 8.5 percent
Linear centre temperature at 2 nJ: 1349 K
Linear centre temperature at 4 nJ: 2397 K
Rough rim growth speed: 1.0 m/s
Rough rim growth time: 20 ns
Rim retreat on each side: 20 nm
Radius corrected for rim retreat: 0.9646 um
E_th corrected for rim retreat: 1.1185 nJ
Wavelength: 650 nm
Beam divergence half-angle: 0.218 rad
Rayleigh range: 4.36 um
```
